# Twofold and fourfold ground subbands of a thin (001) silicon film: a program that tests the result

```python
"""Ground-subband separation of a hard-wall (001) silicon film.

Result under test:
    Delta = pi^2 hbar^2 / (2 L^2) * (1/m_t - 1/m_l)
L: film thickness; m_l, m_t: longitudinal and transverse valley masses.
The twofold valleys have confinement mass m_l, the fourfold valleys m_t.
Internal units: eV, nm, and the free-electron mass m0.
Silicon and oxide parameters are rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

HBAR2_2M0 = const.hbar**2 / (2 * const.m_e * const.e) * 1e18  # eV nm^2
m_l, m_t = 0.916, 0.19
thickness = 5.0
barrier, m_oxide, m_oxide_low = 3.1, 0.5, 0.3
alpha = 0.5                    # nonparabolicity, 1/eV
temperature = 300.0            # K
sheet_density = 1e12           # cm^-2
permittivity_ratio = 11.7
atomic_layer = 0.543 / 4       # nm


def box_level(m_z, width, j=1):
    return HBAR2_2M0 * (np.pi * j / width)**2 / m_z


def separation(width):
    return box_level(m_t, width) - box_level(m_l, width)


def grid_levels(m_z, width, field=0.0, wall=0.0, m_wall=1.0):
    """Two lowest levels; wall=0 means impenetrable film surfaces."""
    step = 0.01
    padding = 2.0 if wall > 0 else 0.0
    half = width / 2 + padding
    intervals = int(round(2 * half / step))
    z = -half + step * np.arange(intervals + 1)
    middle = (z[1:] + z[:-1]) / 2
    inverse_mass = np.where(abs(middle) < width / 2, 1 / m_z, 1 / m_wall)
    hopping = HBAR2_2M0 * inverse_mass / step**2
    # An interface node has half its cell in the film and half in the wall.
    wall_share = np.clip((abs(z) - width / 2) / step + 0.5, 0, 1)
    potential = wall * wall_share + field * z
    diagonal = hopping[:-1] + hopping[1:] + potential[1:-1]
    return eigh_tridiagonal(diagonal, -hopping[1:-1], eigvals_only=True,
                            select='i', select_range=(0, 1))


def finite_wall_level(m_z, width, m_wall):
    def mismatch(energy):
        k = np.sqrt(m_z * energy / HBAR2_2M0)
        kappa = np.sqrt(m_wall * (barrier - energy) / HBAR2_2M0)
        return k * np.tan(k * width / 2) / m_z - kappa / m_wall
    return brentq(mismatch, 1e-9, box_level(m_z, width) * (1 - 1e-9))


# Six valleys, built from their axes, then solved one by one.
axes = [sign * np.eye(3)[i] for i in range(3) for sign in (1, -1)]
for width in (thickness, 2 * thickness):
    ground = []
    for axis in axes:
        inverse_tensor = (np.eye(3) / m_t
                          + (1 / m_l - 1 / m_t) * np.outer(axis, axis))
        ground.append(grid_levels(1 / inverse_tensor[2, 2], width)[0])
    ground = np.sort(ground)
    # Grid error is of relative order (pi*step/width)^2/12.
    assert np.allclose(ground[:2], box_level(m_l, width), rtol=1e-5)
    assert np.allclose(ground[2:], box_level(m_t, width), rtol=1e-5)
    assert abs(ground[2] - ground[1] - separation(width)) < 1e-6

E_two, E_four = box_level(m_l, thickness), box_level(m_t, thickness)
E_two_second = box_level(m_l, thickness, 2)
delta = separation(thickness)
grid_two = grid_levels(m_l, thickness)
grid_four = grid_levels(m_t, thickness)
assert abs(grid_two[1] - E_two_second) < 1e-5
assert grid_two[1] < grid_four[0]
assert abs(delta - 0.063) < 0.0005

# Penetration into oxide walls: matching equation against the grid.
oxide = {}
for m_wall in (m_oxide, m_oxide_low):
    pair = []
    for m_z in (m_l, m_t):
        root = finite_wall_level(m_z, thickness, m_wall)
        direct = grid_levels(m_z, thickness, wall=barrier, m_wall=m_wall)[0]
        # 0.05 meV allows for the grid error in the steep oxide tail.
        assert abs(root - direct) < 5e-5
        pair.append(root)
    oxide[m_wall] = pair
assert E_four - oxide[m_oxide][1] > E_two - oxide[m_oxide][0]

# Nonparabolic band: closed root against a numerical root.
nonparabolic = []
for energy in (E_two, E_four):
    closed = (np.sqrt(1 + 4 * alpha * energy) - 1) / (2 * alpha)
    numerical = brentq(lambda e: e * (1 + alpha * e) - energy, 0, energy)
    assert abs(closed - numerical) < 1e-10
    nonparabolic.append(closed)

# Largest uniform field compatible with the sheet charge and one gate.
field_SI = (const.e * sheet_density * 1e4
            / (permittivity_ratio * const.epsilon_0))
field = field_SI * 1e-9        # V/nm
field_shifts, leading_shifts = [], []
for m_z in (m_l, m_t):
    shift = (grid_levels(m_z, thickness, field=field)[0]
             - grid_levels(m_z, thickness)[0])
    coupling = 16 * field * thickness / (9 * np.pi**2)
    leading = -coupling**2 / (3 * box_level(m_z, thickness))
    # The leading term omits higher powers of the field.
    assert abs(leading / shift - 1) < 0.12
    field_shifts.append(shift)
    leading_shifts.append(leading)
delta_field = delta + field_shifts[1] - field_shifts[0]
assert delta_field > delta

# Thermal filling of the subbands.
kT = const.k * temperature / const.e


def subband_density(edge, fermi, valleys, m_density):
    return (valleys * m_density * kT / (2 * np.pi * HBAR2_2M0)
            * np.log1p(np.exp((fermi - edge) / kT)))


m_density_four = np.sqrt(m_l * m_t)
k_line = np.linspace(-4, 4, 801)
kx, ky = np.meshgrid(k_line, k_line)
plane_energy = HBAR2_2M0 * (kx**2 / m_l + ky**2 / m_t)
counted = (2 / (2 * np.pi)**2 * (k_line[1] - k_line[0])**2
           * np.sum(1 / (1 + np.exp(plane_energy / kT))))
assert abs(counted / subband_density(0, 0, 1, m_density_four) - 1) < 1e-6


def ladder_densities(fermi):
    two = sum(subband_density(box_level(m_l, thickness, j), fermi, 2, m_t)
              for j in range(1, 9))
    four = sum(subband_density(box_level(m_t, thickness, j), fermi, 4,
                               m_density_four) for j in range(1, 9))
    return two, four


target = sheet_density * 1e-14  # nm^-2
fermi_level = brentq(lambda mu: sum(ladder_densities(mu)) - target, -0.5, 0.5)
two_density, four_density = ladder_densities(fermi_level)
four_share = four_density / (two_density + four_density)
dilute_two, dilute_four = ladder_densities(-0.5)
dilute_share = dilute_four / (dilute_two + dilute_four)


def show(label, value, unit, digits=2):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Film thickness", thickness, "nm", 1)
show("Longitudinal mass (rough)", m_l, "m0", 3)
show("Transverse mass (rough)", m_t, "m0", 3)
show("hbar^2/(2 m0)", HBAR2_2M0, "eV nm^2", 6)
show("Box energy for mass m0", 1e3 * box_level(1, thickness), "meV", 3)
show("Twofold ground edge", 1e3 * E_two, "meV")
show("Fourfold ground edge", 1e3 * E_four, "meV")
show("Ground-edge separation", 1e3 * delta, "meV")
show("Ground-edge separation", delta, "eV", 4)
show("Grid separation", 1e3 * (grid_four[0] - grid_two[0]), "meV")
show("Second twofold edge", 1e3 * E_two_second, "meV")
show("First excitation, twofold", 1e3 * (E_two_second - E_two), "meV")
show("Separation at 10 nm", 1e3 * separation(2 * thickness), "meV")
show("Oxide barrier (rough)", barrier, "eV", 1)
for m_wall, (low, high) in oxide.items():
    print(f"Oxide mass (rough): {m_wall:.1f} m0")
    show("  Twofold edge, oxide walls", 1e3 * low, "meV")
    show("  Fourfold edge, oxide walls", 1e3 * high, "meV")
    show("  Separation, oxide walls", 1e3 * (high - low), "meV")
show("Nonparabolicity (rough)", alpha, "1/eV", 1)
show("Twofold edge, nonparabolic", 1e3 * nonparabolic[0], "meV")
show("Fourfold edge, nonparabolic", 1e3 * nonparabolic[1], "meV")
show("Separation, nonparabolic",
     1e3 * (nonparabolic[1] - nonparabolic[0]), "meV")
print(f"Sheet density: {sheet_density:.1e} cm^-2")
show("Relative permittivity (rough)", permittivity_ratio, "(no unit)", 1)
show("Largest gate field", field_SI / 1e8, "MV/cm", 3)
show("Twofold field shift", 1e3 * field_shifts[0], "meV")
show("Fourfold field shift", 1e3 * field_shifts[1], "meV")
show("Twofold leading field shift", 1e3 * leading_shifts[0], "meV")
show("Fourfold leading field shift", 1e3 * leading_shifts[1], "meV")
show("Separation in this field", 1e3 * delta_field, "meV")
show("Atomic layer (rough)", atomic_layer, "nm", 3)
show("Separation, one layer thinner",
     1e3 * separation(thickness - atomic_layer), "meV")
show("Separation, one layer thicker",
     1e3 * separation(thickness + atomic_layer), "meV")
show("Temperature", temperature, "K", 0)
show("Thermal energy kT", 1e3 * kT, "meV")
show("Fourfold in-plane density mass", m_density_four, "m0", 3)
show("Fermi level from bulk edge", 1e3 * fermi_level, "meV")
show("Fourfold share, Fermi filling", 100 * four_share, "%", 1)
show("Fourfold share, Boltzmann limit", 100 * dilute_share, "%", 1)
print("PASS")
```

It prints:

```
Film thickness: 5.0 nm
Longitudinal mass (rough): 0.916 m0
Transverse mass (rough): 0.190 m0
hbar^2/(2 m0): 0.038100 eV nm^2
Box energy for mass m0: 15.041 meV
Twofold ground edge: 16.42 meV
Fourfold ground edge: 79.16 meV
Ground-edge separation: 62.74 meV
Ground-edge separation: 0.0627 eV
Grid separation: 62.74 meV
Second twofold edge: 65.68 meV
First excitation, twofold: 49.26 meV
Separation at 10 nm: 15.69 meV
Oxide barrier (rough): 3.1 eV
Oxide mass (rough): 0.5 m0
  Twofold edge, oxide walls: 15.35 meV
  Fourfold edge, oxide walls: 58.44 meV
  Separation, oxide walls: 43.09 meV
Oxide mass (rough): 0.3 m0
  Twofold edge, oxide walls: 15.58 meV
  Fourfold edge, oxide walls: 62.24 meV
  Separation, oxide walls: 46.66 meV
Nonparabolicity (rough): 0.5 1/eV
Twofold edge, nonparabolic: 16.29 meV
Fourfold edge, nonparabolic: 76.26 meV
Separation, nonparabolic: 59.97 meV
Sheet density: 1.0e+12 cm^-2
Relative permittivity (rough): 11.7 (no unit)
Largest gate field: 0.155 MV/cm
Twofold field shift: -3.79 meV
Fourfold field shift: -0.82 meV
Twofold leading field shift: -3.94 meV
Fourfold leading field shift: -0.82 meV
Separation in this field: 65.71 meV
Atomic layer (rough): 0.136 nm
Separation, one layer thinner: 66.29 meV
Separation, one layer thicker: 59.47 meV
Temperature: 300 K
Thermal energy kT: 25.85 meV
Fourfold in-plane density mass: 0.417 m0
Fermi level from bulk edge: -29.92 meV
Fourfold share, Fermi filling: 26.3 %
Fourfold share, Boltzmann limit: 25.1 %
PASS
```
